\section*{Comment: What matching energies do not certify in tabulated pair potentials}

\section{The argument under review}

The argument concerns a smooth pair potential $\phi(r)$ stored on a uniform grid and interpolated by a cubic spline. It makes three claims.
\begin{enumerate}
\item The spline reproduces the energies to a few parts per million of the well depth, so it may be used for Grüneisen parameters and quasiharmonic expansion.
\item If those quantities come out wrong, the cause is a force table built separately from the energy table.
\item Such a force table makes the dynamics non-conservative.
\end{enumerate}
The first claim does not follow, the second confuses two faults, and the third is false for central pair forces. I take the claims in turn, for points far from the ends of the table.

\section{What the energy error says about higher derivatives}

Let $s$ be the spline, $h$ the spacing, $x_i$ the knots, $\phi_i=\phi(x_i)$ and $M_i=s''(x_i)$. In each cell $s''$ is linear. Integrating twice and imposing $s=\phi$ at both ends gives the slopes on the two sides of $x_i$:
\begin{align}
s'(x_i^+)&=\frac{\phi_{i+1}-\phi_i}{h}-\frac h6(2M_i+M_{i+1}),\\
s'(x_i^-)&=\frac{\phi_i-\phi_{i-1}}{h}+\frac h6(M_{i-1}+2M_i).
\end{align}
The slope is continuous, so
\begin{equation}
\frac{M_{i-1}+4M_i+M_{i+1}}6=\frac{\phi_{i+1}-2\phi_i+\phi_{i-1}}{h^2}
=\phi''+\frac{h^2}{12}\phi''''+O(h^4).
\end{equation}
Insert $M=\phi''+ch^2\phi''''$. The left side becomes $\phi''+(c+\tfrac16)h^2\phi''''$, hence $c=\tfrac1{12}-\tfrac16=-\tfrac1{12}$. Disturbances from the table ends obey the homogeneous equation. They vary as $z^i$ with $z^2+4z+1=0$, so they shrink by the factor $|z|=2-\sqrt3\approx0.27$ per cell.

Now let $r=x_i+th$ with $0<t<1$. Expanding the end values of $\phi''$ about $r$, the linear interpolant of $\phi''$ exceeds $\phi''(r)$ by
\begin{equation}
\frac{h^2\phi''''}{2}\left[(1-t)t^2+t(1-t)^2\right]=\frac{h^2\phi''''}{2}\,t(1-t),
\end{equation}
because the first-order terms cancel. Adding the knot error gives
\begin{equation}
s''-\phi''=h^2\phi''''\left[\frac{t(1-t)}2-\frac1{12}\right].
\label{e2}
\end{equation}
Since $d/dr=h^{-1}d/dt$, differentiating once, and integrating twice with zero error at both knots, gives to leading order
\begin{align}
s'''-\phi'''&=h\phi''''\left(\tfrac12-t\right),\label{e3}\\
s'-\phi'&=-\frac{h^3\phi''''}{6}\left(t^3-\tfrac32t^2+\tfrac12t\right),\\
s-\phi&=-\frac{h^4\phi''''}{24}\,t^2(1-t)^2.\label{e0}
\end{align}
The energy error is of order $h^4$, and each derivative costs one power of $h$. The third derivative is indeed piecewise constant, but it converges as $h\to0$. The fault is one of resolution, and cubic splines are not unfit in principle.

\section{How the error enters the Grüneisen parameter}

Take an fcc crystal with nearest-neighbour bonds of length $r$ and atoms of mass $m$. A bond along the unit vector $\mathbf n$ has the force-constant matrix $\phi''\mathbf n\mathbf n^T+(\phi'/r)(I-\mathbf n\mathbf n^T)$. Summing over the twelve neighbours $\mathbf R$ with weights $1-\cos\mathbf q\cdot\mathbf R$ gives
\begin{equation}
D(\mathbf q)=\frac1m\left[\phi''A(\mathbf q)+\frac{\phi'}rB(\mathbf q)\right],
\end{equation}
where $A$ collects the terms in $\mathbf n\mathbf n^T$ and $B$ those in $I-\mathbf n\mathbf n^T$. At fixed reduced wavevector $\mathbf q\cdot\mathbf R$ does not change with $r$, so neither do $A$ and $B$.

The average of $\ln\omega$ over the three branches and all wavevectors is $\tfrac16\langle\ln\det D\rangle$. The volume varies as $r^3$, so the mode-averaged Grüneisen parameter is
\begin{equation}
\gamma=-\frac{d\langle\ln\omega\rangle}{d\ln V}
=-\frac r{18}\left\langle\mathrm{tr}\,D^{-1}\frac{dD}{dr}\right\rangle .
\end{equation}
At zero pressure the static bond has $\phi'=0$. Then $D=\phi''A/m$ and $dD/dr=[\phi'''A+(\phi''/r)B]/m$, which gives
\begin{equation}
\gamma=-\frac16\left[\frac{r\phi'''}{\phi''}+\beta\right],\qquad
\beta=\tfrac13\langle\mathrm{tr}\,A^{-1}B\rangle .
\label{gamma}
\end{equation}
With the spline in place of $\phi$, the errors in $\phi''$ and in the static bond length are of order $h^2$ and $h^3$. The leading error therefore comes from \eqref{e3}:
\begin{equation}
\delta\gamma=-\frac{r\,h\phi''''}{6\phi''}\left(\tfrac12-t\right).
\label{dgamma}
\end{equation}
It changes sign across a cell, so moving the grid origin changes the answer although the potential and the spacing stay the same.

For the expansion, the static energy per atom is $6\phi$, since each of twelve bonds is shared by two atoms. Classical vibrations add $\tfrac12k_BT\langle\ln\det D\rangle$, apart from terms independent of $r$. Since $d\langle\ln\det D\rangle/dr=6\,d\langle\ln\omega\rangle/dr=-18\gamma/r$, the minimum of the free energy obeys
\begin{equation}
6\phi'(r)=\frac{9k_BT\gamma}{r}.
\end{equation}
For a small displacement $\delta r$ from the static bond, $\phi'\approx\phi''\delta r$. For classical vibrations and small $\delta r$, the linear expansion coefficient is then
\begin{equation}
\alpha_L=\frac{\delta r}{rT}=\frac{3k_B\gamma}{2r^2\phi''}.
\label{alpha}
\end{equation}

\section{A numerical counterexample}

Take $\phi=D_0[e^{-2a(r-r_0)}-2e^{-a(r-r_0)}]$ with $a=5/r_0$, in units where $D_0=r_0=m=1$. These are round model parameters, not a material. At $r_0$,
\begin{equation}
\phi''=2a^2=50,\qquad \phi'''=-6a^3=-750,\qquad \phi''''=14a^4=8750 .
\end{equation}
An $8^3$ wavevector mesh gives $\beta=2.590$, so \eqref{gamma} yields $\gamma=(15-2.590)/6=2.068$. This mesh is used throughout. A $64^3$ mesh gives $\beta=2.5890$, a shift of $-0.0006$, which raises every $\gamma$ below by about $0.0001$.

With $h=0.02$ and $r_0$ at $t=0.1$, the largest energy error in the cell is $3.3\times10^{-6}$ of the well depth, so the premise of the first claim is met near the bond length. On the steep repulsive wall $\phi''''$ is larger, and by \eqref{e0} so is the energy error. Yet even where the premise holds, \eqref{dgamma} predicts
\begin{equation}
\delta\gamma=-\frac{0.02\times8750}{6\times50}\times0.4=-0.233 ,
\end{equation}
and the computed shift is $-0.222$, or $-11\%$ of $\gamma$. At $t=0.9$ the shift is $+0.244$. At $t=0.5$ the leading term vanishes and $-0.012$ remains.

The table below gives the result for each kind of interpolation. The potential $W$ is the one implied by the table, and $\alpha_L$ comes from direct minimization of the free energy at $k_BT=0.004$, searched within $\pm0.001$ of the static bond and so inside one cell.

\begin{center}
\begin{tabular}{lrrr}
Table & $W'''$ & $\gamma$ & $\alpha_L$\\
\hline
exact potential & $-750$ & $2.068$ & $0.0622$\\
cubic energy, $t=0.1$ & $-681$ & $1.847$ & $0.0558$\\
cubic energy, $t=0.5$ & $-748$ & $2.056$ & $0.0619$\\
cubic energy, $t=0.9$ & $-821$ & $2.313$ & $0.0701$\\
quintic energy, $t=0.1$ & $-750$ & $2.069$ & $0.0622$\\
linear force, $t=0.1$ & $0$ & $-0.432$ & $-0.0146$\\
linear force, $t=0.5$ & $0$ & $-0.432$ & $-0.0129$\\
cubic force, $t=0.1$ & $-748$ & $2.063$ & $0.0621$
\end{tabular}
\end{center}

For the exact potential, \eqref{alpha} gives $3\times2.068/(2\times50)=0.0620$. This agrees with the minimization to $0.3\%$. The neglected term $\tfrac12\phi'''\delta r^2$ in $\phi'$ alone raises $\delta r$ by the fraction $|\phi'''|\delta r/(2\phi'')=7.5\times2.5\times10^{-4}\approx0.2\%$.

\section{Inconsistency and inaccuracy are different faults}

The second claim blames separate force tables. The cubic energy spline, with forces taken as $-s'$, is perfectly consistent and is still wrong by $11\%$ at $t=0.1$. A cubic spline fitted separately to the forces is inconsistent with that energy spline, yet its $\gamma$ is within $0.3\%$ of the exact value at $t=0.1$, and off by about $0.4\%$ at $t=0.03$ and $t=0.97$, close to a knot. The reason is that $W'''$ is now the second derivative of a spline for $\phi'$, and by \eqref{e2} its error is of order $h^2$.

Linear interpolation of the force is the damaging case. Inside a cell $W'$ is linear, so $W'''=0$, and \eqref{gamma} leaves
\begin{equation}
\gamma=-\frac\beta6=-\frac{2.590}{6}=-0.432 .
\end{equation}
The surviving term is geometric: stretching a bond puts it under tension and stiffens transverse motion. The free-energy minimum inside the cell therefore moves to shorter bonds on heating, although the exact potential makes the crystal expand. This holds for that local minimum only. $W''$ drops at each knot as $r$ grows, so the free energy steps down there, and the lowest value can lie at the next knot: for $t=0.9$ and $k_BT=0.004$ it lies at $r=1.002$, about $0.0017$ above the static bond. The missing anharmonicity sits in the jumps of $W''$ at the knots, where a local derivative does not see it.

\section{What a separate force table does to conservation}

Let the tabulated pair force be $f(r)$, positive for repulsion and directed along the bond, and define $W(r)=-\int^r f\,dr'$. Equal and opposite forces conserve momentum. The kinetic energy $K$ changes at the rate
\begin{equation}
\frac{dK}{dt}=\sum_{\rm pairs}f(r_{ij})\,\dot r_{ij}=-\frac{d}{dt}\sum_{\rm pairs}W(r_{ij}),
\end{equation}
where $t$ is here the time. So $K+\sum W$ is conserved by the exact equations of motion, whatever the energy table says. If the code reports $K+\sum U$ with another table $U$, the reported sum varies as $\sum(U-W)$. That is a function of the configuration, so it stays bounded while the distances stay in a bounded range, and it returns to its old value whenever the configuration does. This proof needs forces that depend on one pair distance each, and it does not cover tables for many-body potentials.

The size of the mismatch for linear force interpolation follows from the interpolation error of $\phi'$, which is $\tfrac12h^2t(1-t)\phi'''$ with $t$ again the cell position. Its integral over a cell is $h^3\phi'''/12$, because $\int_0^1t(1-t)\,dt=\tfrac16$. Summing over the cells between knots $a$ and $b$ gives, to leading order,
\begin{equation}
\bigl[W-\phi\bigr]_a^b=\frac{h^2}{12}\left[\phi''(b)-\phi''(a)\right].
\end{equation}
Between $0.95$ and $1.05$ this is $-2.63\times10^{-3}$, and direct evaluation agrees to $0.1\%$. The mismatch is about 800 times the largest energy error of the cubic spline in the cell around $r_0$, quoted above. Energies that match in the energy table say nothing about the energy that the forces conserve.

A four-particle trajectory of length $20$, driven by the linear force table, shows the difference. The reported energy has an rms fluctuation of $1.05\times10^{-3}$ at time step $0.002$, and the same at $0.001$. The force table's own energy fluctuates by $1.4\times10^{-6}$ and then $3.3\times10^{-7}$, a drop by about four, as expected of a second-order integrator. The kinks of the force at the knots still have a cost: over a run of length $160$ at time step $0.004$ this energy wanders by up to about four times its early fluctuation, which does not happen with the smooth Morse force. Here the fluctuation of the reported energy does not respond to the time step because it comes from the bookkeeping, not from the integration. Other causes, such as rounding in single precision, can also leave a fluctuation that does not fall with the time step. Evaluating $K+\sum W$ tells them apart, since it removes only the bookkeeping error.

\section{When the error is averaged away}

The error \eqref{dgamma} belongs to a local derivative. If frequencies are compared at $r_0\pm h/2$, the error \eqref{e2} has the same $t$ at both points and cancels to leading order. For the cubic energy table at $t=0.1$ this gives $2.068$, against $2.069$ for the exact potential treated in the same way. A difference taken inside one cell returns, to leading order, the local error \eqref{dgamma} at its midpoint, which is small only near $t=\tfrac12$.

Thermal motion can do the same. For a Gaussian distribution of bond lengths with width $\sigma=(k_BT/\phi'')^{1/2}$, an error component of period $h$ is multiplied by $e^{-2\pi^2\sigma^2/h^2}$. At $k_BT=0.02$, $\sigma=h$ and the factor is about $3\times10^{-9}$. This width belongs to an isolated bond. In the harmonic fcc crystal the potential energy $\tfrac32k_BT$ per atom is shared among six bonds, so $\sigma^2=k_BT/(2\phi'')$ and the factor at the same temperature is about $5\times10^{-5}$.

I checked this on a single classical bond whose length varies in one dimension, with Boltzmann weight $e^{-W/k_BT}$ and no rotational factor $r^2$, through the slope $d\langle r\rangle/dT$. Between $k_BT=0.02$ and $0.03$ the slope is $0.1634$ for the exact potential, $0.1634$ for the cubic energy table at $t=0.1$, and $0.1637$ for the linear force table at $t=0.5$. Between $0.0001$ and $0.0002$, where $\sigma$ is less than a tenth of $h$ or close to it, the three slopes are $0.150$, $0.141$ and $0.000$. A warm simulation may thus look sound with a table that ruins a quasiharmonic calculation. The check covers one bond in one dimension; a crystal simulation was not run.

\section{Requested changes}

The energy comparison should be replaced by a comparison of $\phi''$ and $\phi'''$ at the bond lengths used, repeated for several grid origins, since a single origin near $t=\tfrac12$ would hide the error. If the cubic energy spline is kept, its spacing should follow from the worst case of \eqref{dgamma}, $|\delta\gamma|=rh\phi''''/(12\phi'')$. For a $1\%$ error in the present model,
\begin{equation}
h=\frac{0.01\times2.068\times12\times50}{8750}=0.0014 ,
\end{equation}
fourteen times finer than the table that passed the energy criterion. A trial at this spacing with $t=0.02$ gave an error of $0.96\%$. A quintic energy spline reaches far better accuracy at the original spacing. If forces are tabulated separately, the reported energy should be the potential $W=-\int^r f\,dr'$ of that same force table. The values quoted here can be checked against the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Reduced units: D = 1, r0 = 1, m = 1, k_B = 1
Morse decay constant: 5.0 /r0; spacing h: 0.020 r0
exact derivative 2 at r0: 50.0 D/r0^2
exact derivative 3 at r0: -750.0 D/r0^3
exact derivative 4 at r0: 8750.0 D/r0^4
wavevectors in fcc mesh: 512; beta: 2.5896
cubic spline, largest energy error in cell: 3.31e-06 D
temperature in free-energy minimization: 0.004 D/k_B
table: r_static [r0], W2 [D/r0^2], W3 [D/r0^3], gamma, alpha [k_B/D]
exact Morse: 1.000000, 50.000, -750.00, 2.0684, 0.06220
energy cubic t=0.1: 1.000007, 49.852, -681.48, 1.8467, 0.05584
energy cubic t=0.5: 1.000001, 50.145, -748.44, 2.0560, 0.06186
energy cubic t=0.9: 0.999990, 49.883, -821.39, 2.3127, 0.07005
energy quintic t=0.1: 1.000000, 50.000, -750.04, 2.0685, 0.06220
force linear t=0.1: 1.000286, 44.406, 0.00, -0.4316, -0.01458
force linear t=0.5: 1.000749, 50.146, 0.00, -0.4316, -0.01289
force cubic t=0.1: 1.000000, 50.004, -748.47, 2.0631, 0.06205
gamma shift t=0.1: formula -0.2333, computed -0.2217
gamma shift t=0.5: formula -0.0000, computed -0.0124
gamma shift t=0.9: formula 0.2333, computed 0.2444
gamma across one spacing, exact: 2.0691
gamma across one spacing, cubic t=0.1: 2.0683
spacing for 1% worst gamma error: 0.00142 r0
gamma error found there at t=0.02: 0.955 %
mismatch knots: 0.950 and 1.050 r0
W - phi change, computed: -2.6298e-03 D
W - phi change, formula: -2.6319e-03 D
trajectory length: 20.0 r0*sqrt(m/D)
dt=0.002 r0*sqrt(m/D): rms reported energy 1.054e-03 D
dt=0.002 r0*sqrt(m/D): rms own energy 1.387e-06 D
dt=0.001 r0*sqrt(m/D): rms reported energy 1.054e-03 D
dt=0.001 r0*sqrt(m/D): rms own energy 3.266e-07 D
consistent cubic table, dt=0.002: rms energy 1.354e-06 D
thermal width at T=0.02 D/k_B: 0.0200 r0
thermal width at T=0.0001 D/k_B: 0.00141 r0
single-bond d<r>/dT [r0 k_B/D]: T 0.02-0.03, then 0.0001-0.0002 D/k_B
exact: 0.16340, 0.15007
energy cubic t=0.1: 0.16340, 0.14129
force linear t=0.5: 0.16370, 0.00000
\end{verbatim}
